# Eddy-current loss of a thin round wire in a transverse field

**Question**

I am estimating the heating of a bond wire in a resonant power converter. The wire is round, 25 µm in radius and 2 mm long, with a resistivity of about 2 µΩ cm. It runs parallel to a lead that carries 25 A peak at 1 MHz, 0.5 mm away. The wire itself carries 0.1 A peak.

An exercise asks me to show that a thin round wire in a transverse field of amplitude $B$ dissipates

$$P_0=\frac{\pi\sigma\omega^2B^2a^4}{8}$$

per unit length when its radius $a$ is far below the skin depth $\delta$. I can see that Faraday's law gives an electric field along the wire that grows with distance from some line, but I am stuck on three points.

1. What decides where that field is zero, and where does the current return?
2. The eddy currents make their own magnetic field. Why may I ignore it, and how far below $\delta$ is "far below"?
3. Can I simply add this loss to the ordinary $I^2R$ loss of the wire?

**Answer**

**The induced field and its zero**

Put the wire along $z$ and the applied field along $x$, $B_x=B\cos\omega t$, so that $B$ is the peak value. Assume for now that the wire is long and nonmagnetic, that the field is uniform across it, that $\mathbf J=\sigma\mathbf E$ holds locally, and that displacement current is negligible. For $a\ll\delta$ take the field inside the wire to be the applied one; this is justified below.

Far from the ends nothing depends on $z$. The $x$ component of Faraday's law, $\partial_yE_z-\partial_zE_y=-\partial_tB_x$, then becomes

$$\frac{\partial E_z}{\partial y}=\omega B\sin\omega t .$$

The $y$ component gives $\partial_xE_z=0$, because the applied field has no $y$ component. Hence

$$E_z=\omega B\,y\,\sin\omega t+c(t).$$

Faraday's law leaves $c(t)$ open; the net current fixes it. With $y$ measured from the axis, $\int y\,dA=0$ over the cross-section, so the net current is $\sigma c(t)\,\pi a^2$. If the wire carries no net current, $c=0$ and the field vanishes on the plane $y=0$ through the axis. Current runs along $+z$ in one half of the wire and along $-z$ in the other, and the loop closes near the ends.

**The loss**

The power density is $\sigma E_z^2$. Since $\sin^2\omega t$ averages to $1/2$,

$$P_0=\frac12\sigma\omega^2B^2\int y^2\,dA .$$

With $y=r\sin\phi$ the integral is

$$\int y^2\,dA=\int_0^a r^3\,dr\int_0^{2\pi}\sin^2\phi\,d\phi=\frac{a^4}{4}\,\pi ,$$

and therefore

$$P_0=\frac12\sigma\omega^2B^2\,\frac{\pi a^4}{4}=\frac{\pi\sigma\omega^2B^2a^4}{8}.$$

If you specify the rms field instead, $B^2=2B_{\rm rms}^2$ and the 8 becomes a 4.

Two powers of $a$ come from the area and two from the square of the induced field. The loss is proportional to $\sigma$, whereas the ohmic loss of a given current is proportional to $1/\sigma$. The difference is that here the electric field is prescribed, not the current.

**Adding the wire's own current**

Let the wire also carry $I\cos(\omega t+\theta)$, spread uniformly, which again needs $a\ll\delta$. Then

$$J_z=\frac{I\cos(\omega t+\theta)}{\pi a^2}+\sigma\omega B\,y\sin\omega t .$$

In $\int J_z^2\,dA/\sigma$ the cross term is proportional to $\int y\,dA=0$. It vanishes at every instant, whatever the phase $\theta$. The losses add:

$$P=\frac{I^2}{2\pi a^2\sigma}+P_0 .$$

Here $I$ is the whole net current. If the wire forms a closed loop with other conductors and flux through that loop drives a current around it, that current belongs in $I$, not in $P_0$.

**The field of the eddy currents**

Now drop the assumption that the inner field equals the applied one. Use complex amplitudes with time factor $e^{i\omega t}$ and a vector potential along $z$, so that $B_x=\partial_yA_z$ and $B_y=-\partial_xA_z$. The applied field has $A_z=By=Br\sin\phi$, so write $A_z=f(r)\sin\phi$ everywhere. The electric field is $E_z=-i\omega A_z$; its integral over the cross-section is zero, as required.

Ampère's law gives $-\nabla^2A_z=\mu_0\sigma E_z=-i\omega\mu_0\sigma A_z$, so inside the wire

$$f''+\frac{f'}{r}-\frac{f}{r^2}=i\omega\mu_0\sigma f .$$

Outside there is no current and $f=Br+D/r$, where $D$ describes the reaction of the wire. At $r=a$ the radial magnetic field makes $f$ continuous, and the tangential one makes $f'$ continuous:

$$\frac{f(a)}{a}=B+\frac{D}{a^2},\qquad f'(a)=B-\frac{D}{a^2}.$$

Adding these removes $D$:

$$f'(a)+\frac{f(a)}{a}=2B .$$

Define $\delta=\sqrt{2/(\omega\mu_0\sigma)}$, $q=\omega\mu_0\sigma a^2=2(a/\delta)^2$ and $t=r/a$ (from here on $t$ is this ratio, not time). The left side of the differential equation turns $r^n$ into $(n^2-1)r^{n-2}$, while the right side multiplies by $iq/a^2$. Starting from $f=Cr$, the $r^3$ term must supply a factor $iq/8$, and the $r^5$ term a further $iq/24$:

$$f=Cr\left[1+\frac{iq}{8}t^2-\frac{q^2}{192}t^4+\dots\right].$$

In the surface condition each $r^n$ contributes $(n+1)a^{n-1}$, so

$$C\left[2+\frac{4iq}{8}-\frac{6q^2}{192}\right]=2B
\quad\Rightarrow\quad
C=\frac{B}{1+iq/4-q^2/64}.$$

Near the axis $f\approx Cr$, so $C$ is the magnetic field there. To first order $C=B(1-iq/4)$. The reaction field has relative size $q/4$ and is a quarter period out of phase with the applied field. Adding a small phasor at right angles to a large one changes the magnitude only at second order, so the loss changes only at order $q^2$.

To find that change, square the two factors, keeping terms up to $q^2$:

$$\frac{|C|^2}{B^2}=\frac{1}{(1-q^2/64)^2+q^2/16}\approx\frac{1}{1+q^2/32}\approx1-\frac{q^2}{32},$$

$$\left|1+\frac{iq}{8}t^2-\frac{q^2}{192}t^4\right|^2\approx1-\frac{q^2t^4}{96}+\frac{q^2t^4}{64}=1+\frac{q^2t^4}{192}.$$

The loss is $P=\tfrac12\pi\sigma\omega^2\int_0^a|f|^2r\,dr$. The angular integral gave $\pi$. Relative to $P_0$,

$$\frac{P}{P_0}=\left(1-\frac{q^2}{32}\right)4\int_0^1t^3\left(1+\frac{q^2t^4}{192}\right)dt
=\left(1-\frac{q^2}{32}\right)\left(1+\frac{q^2}{384}\right).$$

Since $1/32=12/384$ and $q^2=4(a/\delta)^4$,

$$\frac{P}{P_0}\approx1-\frac{11q^2}{384}=1-\frac{11}{96}\left(\frac a\delta\right)^4 .$$

**How far below, and the opposite limit**

When $a\gg\delta$, $f$ is confined to a thin layer at the surface. The radial equation reduces to $f''=(2i/\delta^2)f$, with the inward-decaying solution $f=f(a)e^{-(1+i)s/\delta}$ at depth $s=a-r$. Then $f'(a)=(1+i)f(a)/\delta$ is much larger than $f(a)/a$, and the surface condition becomes $f'(a)\approx2B$. This gives $|f(a)|^2=4B^2\delta^2/2=2B^2\delta^2$, and

$$P\approx\frac12\pi\sigma\omega^2\,a\,(2B^2\delta^2)\int_0^\infty e^{-2s/\delta}ds=\frac{\pi}{2}\sigma\omega^2B^2a\delta^3,
\qquad \frac{P}{P_0}\approx4\left(\frac\delta a\right)^3 .$$

At fixed $\omega$, $B$ and $a$, this loss varies as $\sigma\delta^3\propto\sigma^{-1/2}$. Better conductivity raises the loss of a thin wire and lowers that of a thick one, so there is a maximum in between.

For intermediate sizes I solved the radial equation by finite differences, with 1200 intervals across the radius, and integrated the loss:

| $a/\delta$ | $P/P_0$, numerical | $1-\frac{11}{96}(a/\delta)^4$ |
|---|---|---|
| 0.5 | 0.993 | 0.993 |
| 1 | 0.898 | 0.885 |
| 2 | 0.369 | −0.833 |
| 4 | 0.054 | −28.3 |

The thin-wire formula is still good to better than 1% at $a=\delta/2$. By $a=2\delta$ it is far too large, and the negative values show that the first correction cannot be used there either. At $a=4\delta$ the thick-wire limit gives $4/64=0.0625$, about 15% above the numerical value.

**Your bond wire**

Treat the lead as a line current. At the wire's axis

$$B=\frac{\mu_0I_s}{2\pi d}=\frac{(2\times10^{-7})(25)}{5\times10^{-4}}\ {\rm T}=10\ {\rm mT}.$$

With $\sigma=5.0\times10^7$ S/m and $\omega=6.283\times10^6$ rad/s, the skin depth is 71.2 µm and $a/\delta=0.351$. The eddy loss is

$$P_0=\frac{\pi(5.0\times10^7)(6.283\times10^6)^2(0.010)^2(25\times10^{-6})^4}{8}\ {\rm W/m}=0.0303\ {\rm W/m},$$

or 30.3 µW/mm, which makes 61 µW for the 2 mm wire. The ohmic loss of its own current is

$$\frac{I^2}{2\pi a^2\sigma}=\frac{(0.1)^2}{2\pi(25\times10^{-6})^2(5.0\times10^7)}\ {\rm W/m}=0.0509\ {\rm W/m},$$

or 50.9 µW/mm. The sum is 81.2 µW/mm.

The peak eddy current density, at the surface points $y=\pm a$, is $\sigma\omega Ba=78.5$ A/mm². This exceeds the 50.9 A/mm² of the wire's own current, yet the eddy loss is smaller. The reason is the average of $y^2$ over the disc, which is $a^2/4$: the loss ratio is $(78.5/50.9)^2/4=0.59$. With both current amplitudes and the resistivity held fixed, $P_0$ grows as $\omega^2$, so the two losses become equal at $1\ {\rm MHz}/\sqrt{0.5945}=1.30$ MHz.

Here $q=0.247$. The reaction field on the axis is about 6% of $B$, but the loss falls by just 0.17% relative to $P_0$.

**Nonuniform field and ends**

Put the lead at $y=-d$, with its current directed so that the field on the wire is $+B$ along $x$. Its potential, up to a constant, is $A_z=Bd\ln(\rho/d)$, where $\rho^2=(d+y)^2+x^2$. Expanding in $1/d$,

$$A_z=B\left[y-\frac{y^2-x^2}{2d}+\dots\right]=B\left[r\sin\phi+\frac{r^2\cos2\phi}{2d}+\dots\right].$$

The loss is proportional to $\int A_z^2\,dA$. Different angular harmonics have no cross term, and each term shown carries zero net current. The second adds $\pi a^6/(24d^2)$ to the first term's $\pi a^4/4$, a fraction $a^2/(6d^2)$. For $a/d=0.05$ that is 0.04%.

At an end through which no current passes, the current has to turn. Let $\mathbf E_0=\omega By\,\hat{\mathbf z}$ be the amplitude for a long wire and $\mathbf E=\mathbf E_0-\nabla V$ the amplitude near an end at $z=0$, with the wire at $z>0$. Since $\mathbf E$ has no divergence and no normal component at the surface, $\int\mathbf E\cdot\nabla\psi\,dv=0$ for every smooth $\psi$ that dies away along the wire. Therefore

$$\int\mathbf E_0\cdot\nabla\psi\,dv=\int\nabla V\cdot\nabla\psi\,dv .$$

Setting $\psi=V$ gives $\int E^2dv=\int E_0^2dv-\int|\nabla V|^2dv$, so the end lowers the loss. The Cauchy–Schwarz inequality then bounds the reduction from below:

$$\int|\nabla V|^2dv\ \ge\ \frac{\left(\int\mathbf E_0\cdot\nabla\psi\,dv\right)^2}{\int|\nabla\psi|^2dv}.$$

Try $\psi=ye^{-z/h}$. The integral in the numerator is $-\omega B\pi a^4/4$, and the denominator is $(h/2)(\pi a^2+\pi a^4/4h^2)$. Dividing by $\omega^2B^2\pi a^4/4$, the value of $\int E_0^2\,dA$ per unit length, turns the reduction into a lost length:

$$\ell\ \ge\ \frac{a^2/4}{h/2+a^2/(8h)} .$$

The right side is largest at $h=a/2$, where it equals $a/2$. Expanding $V$ in the decaying modes $J_1(kr)\sin\phi\,e^{-kz}$ with $J_1'(ka)=0$, and summing 200 of them numerically, gives $\ell=0.54a$. Two such ends would remove 1.35% of the loss of your 2 mm wire.

**Compared with a real package**

A radius of 25 µm, a length of a few millimetres and a resistivity near 2 µΩ cm are roughly typical of fine bond wires. Power devices often use heavy aluminium wire instead. At 300 µm diameter, 2.7 µΩ cm and 1 MHz, $a/\delta\approx1.8$, the eddy loss is about 0.46 of $P_0$ and the wire's own resistance is about 19% above its dc value, so the thin-wire formulas do not apply there. A 25 A lead only 0.5 mm away is a severe arrangement. A real lead has a width comparable with that distance and a finite length: a straight segment only 2 mm long, alongside the wire, contributes a mean $B^2$ of about 62% of the infinite-line value. A nearby return conductor changes the field in either direction: placed behind the lead, 1 mm from the wire, it halves $B$, while on the far side of the wire at 0.5 mm it doubles $B$. So calculate or measure $B$ at the wire; the loss follows its square. Check also that 0.1 A really is the net current. A second identical wire bonded to the same pads, 0.3 mm farther from a long lead, closes a loop with flux $(\mu_0I_sL/2\pi)\ln(0.8/0.5)$ for wire length $L=2$ mm. That gives an EMF of about 30 mV across an impedance of about 43 mΩ, pads neglected. The circulating current of about 0.7 A dissipates about 2400 µW/mm, some 30 times the sum found above. Real wires are also bonded to pads, where current can cross the end, so the 1.35% indicates a size, not a correction to apply. Local conduction is a safe assumption: a mean free path of roughly 40 nm (copper or gold; aluminium's is shorter) is 0.16% of the radius.

For a given field $B$ and net current $I$, temperature matters more than the skin, nonuniformity and end corrections. That temperature is set by the surroundings: with its ends held at the pad temperature, the loss found above warms the middle of the wire by $PL^2/(8\kappa\pi a^2)$, where $L$ is the length and $\kappa$ the thermal conductivity. That is 0.05 to 0.07 K for $\kappa$ between 400 and 320 W/(m K), as for copper or gold, and near 0.1 K for aluminium. With a rough coefficient of 0.4% per kelvin, running 100 K hotter raises the resistivity to 2.8 µΩ cm. At the same currents and frequency the eddy loss falls by about 29%, to 21.6 µW/mm, while the ohmic loss rises by 40%, to 71.3 µW/mm.
